# Finite-size settings for Monte Carlo energies of the Laughlin state: a program that tests the result

```python
"""Laughlin state sampled as a two-dimensional one-component plasma.

Result under test: the Coulomb energy per electron, with neutralizing background,
tends to -sqrt(pi/8) e^2/l at filling 1 and to about -0.410 e^2/l at filling 1/3.
Symbols: n = electron number, m = inverse filling, l = magnetic length,
Q = m(n-1)/2 = half the number of flux quanta through the sphere.
Lengths are in l and energies in e^2/l unless a label says otherwise.
On the sphere, radius = sqrt(m n/2) fixes the density to its planar value.
Distances on the sphere are chords. Errors are standard errors over
independent Markov chains.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import comb, ellipe, ellipk, gammaln

CHAINS = 150
WARMUP_SWEEPS = 100
SAMPLED_SWEEPS = 400
STEP = 1.2
rng = np.random.default_rng(20240611)


def disk_potential(r, n, radius):
    """Potential of a uniform disk of total charge n, in the disk plane."""
    s = r / radius
    inside = 4 * n / (np.pi * radius) * ellipe(np.minimum(s, 1.0) ** 2)
    q = np.minimum(1 / np.maximum(s, 1.0) ** 2, 1 - 1e-12)
    outside = 4 * n * s / (np.pi * radius) * (ellipe(q) - (1 - q) * ellipk(q))
    return np.where(s <= 1, inside, outside)


def sample(n, m, sphere):
    """Metropolis averages: energy per electron, second moment, inner count.

    The second moment is |sum of unit vectors|^2 on the sphere and
    sum r^2 on the disk. The inner count is used for the disk only.
    """
    if sphere:
        radius = np.sqrt(m * n / 2)
        x = rng.normal(size=(3, n, CHAINS))
        x *= radius / np.sqrt((x * x).sum(0))
    else:
        radius = np.sqrt(2 * m * n)
        r = radius * np.sqrt(rng.random((n, CHAINS)))
        angle = 2 * np.pi * rng.random((n, CHAINS))
        x = np.array([r * np.cos(angle), r * np.sin(angle)])
    first, second = np.triu_indices(n, 1)
    totals = np.zeros((3, CHAINS))
    measurements = 0
    accepted = 0.0
    for sweep in range(WARMUP_SWEEPS + SAMPLED_SWEEPS):
        kicks = STEP * rng.normal(size=(n, x.shape[0], CHAINS))
        uniform = rng.random((n, CHAINS))
        for k in range(n):
            old = x[:, k].copy()
            new = old + kicks[k]
            if sphere:
                new *= radius / np.sqrt((new * new).sum(0))
            new_sq = ((x - new[:, None]) ** 2).sum(0)
            old_sq = ((x - old[:, None]) ** 2).sum(0)
            new_sq[k] = 1.0
            old_sq[k] = 1.0
            ratio = (new_sq / old_sq).prod(0) ** m
            if not sphere:
                ratio *= np.exp(((old * old).sum(0) - (new * new).sum(0)) / 2)
            take = uniform[k] < ratio
            x[:, k] = np.where(take, new, old)
            if sweep >= WARMUP_SWEEPS:
                accepted += take.mean()
        if sweep >= WARMUP_SWEEPS and sweep % 2 == 0:
            dist = np.sqrt(((x[:, first] - x[:, second]) ** 2).sum(0))
            repulsion = (1 / dist).sum(0)
            if sphere:
                totals[0] += repulsion / n - n / (2 * radius)
                totals[1] += (x.sum(1) ** 2).sum(0) / radius**2
            else:
                r = np.sqrt((x * x).sum(0))
                attraction = disk_potential(r, n, radius).sum(0)
                totals[0] += ((repulsion - attraction) / n
                              + 8 * n / (3 * np.pi * radius))
                totals[1] += (r * r).sum(0)
                totals[2] += (r < radius / 2).sum(0)
            measurements += 1
    means = totals / measurements
    errors = means.std(axis=1, ddof=1) / np.sqrt(CHAINS)
    return means.mean(1), errors, accepted / (n * SAMPLED_SWEEPS)


def weighted_fit(columns, values, errors):
    """Weighted linear least squares; returns coefficients and their errors."""
    a = np.array(columns).T / np.array(errors)[:, None]
    b = np.array(values) / np.array(errors)
    covariance = np.linalg.inv(a.T @ a)
    return covariance @ (a.T @ b), np.sqrt(np.diag(covariance))


def spinor(points):
    """Spinor coordinates u, v of unit vectors stored along the first axis."""
    theta = np.arccos(np.clip(points[2], -1, 1))
    phi = np.arctan2(points[1], points[0])
    return (np.cos(theta / 2) * np.exp(0.5j * phi),
            np.sin(theta / 2) * np.exp(-0.5j * phi))


def filled_level_formula(n):
    return -np.sqrt(2 * np.pi * n) / 4 * np.exp(gammaln(n) - gammaln(n + 0.5))


def filled_level_from_orbitals(n):
    """Exchange energy from an explicit sum over all n sphere orbitals."""
    t = 1.0
    centre = np.array([np.sin(t), 0.0, np.cos(t)])
    e1 = np.array([np.cos(t), 0.0, -np.sin(t)])
    e2 = np.array([0.0, 1.0, 0.0])
    node, weight = np.polynomial.legendre.leggauss(60)
    gamma = (np.pi * (node + 1) / 2)[:, None]
    phi = (2 * np.pi * (np.arange(40) + 0.5) / 40)[None, :]
    points = np.array([np.cos(gamma) * centre[i] + np.sin(gamma)
                       * (np.cos(phi) * e1[i] + np.sin(phi) * e2[i])
                       for i in range(3)])
    u1, v1 = spinor(centre)
    u2, v2 = spinor(points)
    kernel = sum(n / (4 * np.pi) * comb(n - 1, k)
                 * u1**k * v1**(n - 1 - k)
                 * np.conj(u2**k * v2**(n - 1 - k)) for k in range(n))
    # area element divided by the chord is cos(gamma/2) dgamma dphi
    area = (weight * np.pi / 2)[:, None] * (2 * np.pi / 40) * np.cos(gamma / 2)
    integral = (np.abs(kernel) ** 2 * area).sum()
    return -0.5 * (4 * np.pi / n) * integral / np.sqrt(n / 2)


def three_electron_energy(m):
    """Three electrons on the sphere by direct quadrature."""
    node, weight = np.polynomial.legendre.leggauss(40)
    a = node[:, None, None]
    b = node[None, :, None]
    phi = (2 * np.pi * np.arange(24) / 24)[None, None, :]
    overlap = a * b + np.sqrt((1 - a * a) * (1 - b * b)) * np.cos(phi)
    prob = (((1 - a) * (1 - b) * (1 - overlap)) ** m
            * weight[:, None, None] * weight[None, :, None])
    radius = np.sqrt(1.5 * m)
    inverse_chord = 1 / (radius * np.sqrt(2 * (1 - a)))
    return (prob * inverse_chord).sum() / prob.sum() - 1.5 / radius


# Spinor product against chord length
pts = rng.normal(size=(3, 2, 50))
pts /= np.sqrt((pts * pts).sum(0))
u, v = spinor(pts)
chord = np.sqrt(((pts[:, 0] - pts[:, 1]) ** 2).sum(0))
assert np.allclose(np.abs(u[0] * v[1] - u[1] * v[0]), chord / 2, atol=1e-10)

# Filled level: orbitals, closed form, planar integral and leading size term
exact_plane = -np.sqrt(np.pi / 8)
orbital_energy = filled_level_from_orbitals(12)
assert abs(orbital_energy - filled_level_formula(12)) < 1e-9
planar_integral = -0.5 * quad(lambda r: np.exp(-r * r / 2), 0, np.inf)[0]
assert abs(planar_integral - exact_plane) < 1e-8
assert abs(filled_level_formula(1e6) - exact_plane) < 1e-6
size_term = 1000 * (filled_level_formula(1000) / exact_plane - 1)
assert abs(size_term - 0.125) < 1e-3

# Background disk potential against integrals over chords of a unit disk
inner = quad(lambda p: -0.5 * np.cos(p) + np.sqrt(1 - 0.25 * np.sin(p) ** 2),
             0, 2 * np.pi)[0] / np.pi
outer = quad(lambda p: 2 * np.sqrt(max(0.0, 1 - 1.69 * np.sin(p) ** 2)),
             -np.arcsin(1 / 1.3), np.arcsin(1 / 1.3))[0] / np.pi
assert abs(disk_potential(0.5, 1, 1.0) - inner) < 1e-7
assert abs(disk_potential(1.3, 1, 1.0) - outer) < 1e-6
self_energy = quad(lambda r: r * disk_potential(r, 1, 1.0), 0, 1)[0]
assert abs(self_energy - 8 / (3 * np.pi)) < 1e-7

print(f"chains {CHAINS}, warm-up sweeps {WARMUP_SWEEPS}, "
      f"sampled sweeps {SAMPLED_SWEEPS}")
print(f"trial step per component = {STEP} l")
print(f"filled level, plane, exact = {exact_plane:.6f} e^2/l")
print(f"filled level, n=12, orbital sum = {orbital_energy:.6f} e^2/l")
print(f"filled level, n times relative size term = {size_term:.4f}")

# Sampler against quadrature for three electrons at filling 1/3
three_exact = three_electron_energy(3)
mean, err, _ = sample(3, 3, True)
assert abs(mean[0] - three_exact) < 5 * err[0]
print(f"n=3, m=3 quadrature = {three_exact:.6f} e^2/l")
print(f"n=3, m=3 sampled = {mean[0]:.6f} +/- {err[0]:.6f} e^2/l")

# Sphere runs and extrapolation in 1/n
sizes = np.array([8, 12, 24])
limits = {}
for m in (1, 3):
    energies, errors = [], []
    print(f"sphere, m={m}: energies in e^2/l; raw uses the flux length")
    for n in sizes:
        mean, err, rate = sample(int(n), m, True)
        rule = n / (1 + m * (n - 1) / 2)
        assert abs(mean[1] - rule) < 5 * err[1]
        if m == 1:
            assert abs(mean[0] - filled_level_formula(n)) < 5 * err[0]
        energies.append(mean[0])
        errors.append(err[0])
        raw = mean[0] * np.sqrt(n / (n - 1))
        print(f" n={n}: corrected {mean[0]:.5f} +/- {err[0]:.5f}, raw {raw:.5f}")
        print(f"  |sum n_i|^2 {mean[1]:.4f} +/- {err[1]:.4f}, "
              f"exact {rule:.4f}; acceptance {rate:.2f}")
        if m == 1:
            print(f"  exact finite-n energy {filled_level_formula(n):.5f}")
    energies, errors = np.array(energies), np.array(errors)
    columns = [np.ones(3), 1 / sizes]
    coef, coef_err = weighted_fit(columns, energies, errors)
    stretch = np.sqrt(sizes / (sizes - 1))
    raw_coef, _ = weighted_fit(columns, energies * stretch, errors * stretch)
    residual = np.abs(coef[0] + coef[1] / sizes - energies)
    # the extra allowance covers neglected powers of 1/n
    assert np.all(residual < 4 * errors + 3e-4)
    assert abs(coef[1]) < 0.5 * abs(raw_coef[1])
    limits[m] = (coef[0], coef_err[0])
    print(f" limit = {coef[0]:.5f} +/- {coef_err[0]:.5f} e^2/l")
    print(f" slope in 1/n: corrected {coef[1]:.4f}, raw {raw_coef[1]:.4f} e^2/l")
    print(f" limit from raw energies = {raw_coef[0]:.5f} e^2/l")
assert abs(limits[1][0] - exact_plane) < 5 * limits[1][1] + 2e-4
assert abs(limits[3][0] + 0.410) < 0.0015

# Disk runs: an independent geometry with an edge
disk_sizes = np.array([10, 20, 40])
disk_energy, disk_error = [], []
print("disk, m=3: energies in e^2/l, sum r^2 in l^2")
for n in disk_sizes:
    mean, err, rate = sample(int(n), 3, False)
    rule = 2 * n + 3 * n * (n - 1)
    assert abs(mean[1] - rule) < 5 * err[1]
    disk_energy.append(mean[0])
    disk_error.append(err[0])
    print(f" n={n}: energy {mean[0]:.5f} +/- {err[0]:.5f}")
    print(f"  sum r^2 {mean[1]:.2f} +/- {err[1]:.2f}, exact {rule}")
inner_density = mean[2] / (np.pi * 2 * 3 * disk_sizes[-1] / 4)
plasma_density = 1 / (6 * np.pi)
assert abs(inner_density / plasma_density - 1) < 0.04
disk_coef, disk_coef_err = weighted_fit(
    [np.ones(3), disk_sizes**-0.5, 1 / disk_sizes], disk_energy, disk_error)
# the extra allowance covers the neglected third power of n**(-1/2)
assert (abs(disk_coef[0] - limits[3][0])
        < 4 * np.hypot(disk_coef_err[0], limits[3][1]) + 0.0025)
print(f" inner density n=40 = {inner_density:.5f} l^-2, "
      f"neutral plasma {plasma_density:.5f} l^-2")
print(f" limit = {disk_coef[0]:.4f} +/- {disk_coef_err[0]:.4f} e^2/l")
print(f" coefficient of n^(-1/2) = {disk_coef[1]:.3f} e^2/l")

# Conversion for chosen model parameters
field = 10.0
dielectric = 10.0
length = np.sqrt(const.hbar / (const.e * field))
scale = const.e / (4 * np.pi * const.epsilon_0 * dielectric * length) * 1e3
print(f"field = {field:.0f} T, dielectric constant = {dielectric:.0f}")
print(f"magnetic length = {length * 1e9:.3f} nm")
print(f"Coulomb scale = {scale:.3f} meV")
print(f"energy per electron at filling 1/3 = {limits[3][0] * scale:.3f} meV")
print("finished without a failed check")
```

Printed output:

```
chains 150, warm-up sweeps 100, sampled sweeps 400
trial step per component = 1.2 l
filled level, plane, exact = -0.626657 e^2/l
filled level, n=12, orbital sum = -0.633217 e^2/l
filled level, n times relative size term = 0.1250
n=3, m=3 quadrature = -0.411334 e^2/l
n=3, m=3 sampled = -0.411341 +/- 0.000168 e^2/l
sphere, m=1: energies in e^2/l; raw uses the flux length
 n=8: corrected -0.63691 +/- 0.00046, raw -0.68088
  |sum n_i|^2 1.7715 +/- 0.0101, exact 1.7778; acceptance 0.61
  exact finite-n energy -0.63652
 n=12: corrected -0.63271 +/- 0.00040, raw -0.66084
  |sum n_i|^2 1.8555 +/- 0.0095, exact 1.8462; acceptance 0.59
  exact finite-n energy -0.63322
 n=24: corrected -0.63004 +/- 0.00031, raw -0.64359
  |sum n_i|^2 1.9286 +/- 0.0098, exact 1.9200; acceptance 0.58
  exact finite-n energy -0.62993
 limit = -0.62654 +/- 0.00052 e^2/l
 slope in 1/n: corrected -0.0802, raw -0.4429 e^2/l
 limit from raw energies = -0.62486 e^2/l
sphere, m=3: energies in e^2/l; raw uses the flux length
 n=8: corrected -0.41066 +/- 0.00011, raw -0.43901
  |sum n_i|^2 0.6925 +/- 0.0043, exact 0.6957; acceptance 0.54
 n=12: corrected -0.41032 +/- 0.00010, raw -0.42856
  |sum n_i|^2 0.6804 +/- 0.0039, exact 0.6857; acceptance 0.53
 n=24: corrected -0.41002 +/- 0.00008, raw -0.41884
  |sum n_i|^2 0.6720 +/- 0.0035, exact 0.6761; acceptance 0.52
 limit = -0.40970 +/- 0.00014 e^2/l
 slope in 1/n: corrected -0.0076, raw -0.2411 e^2/l
 limit from raw energies = -0.40871 e^2/l
disk, m=3: energies in e^2/l, sum r^2 in l^2
 n=10: energy -0.39466 +/- 0.00024
  sum r^2 290.14 +/- 0.23, exact 290
 n=20: energy -0.39885 +/- 0.00015
  sum r^2 1180.41 +/- 0.42, exact 1180
 n=40: energy -0.40192 +/- 0.00009
  sum r^2 4759.93 +/- 0.86, exact 4760
 inner density n=40 = 0.05296 l^-2, neutral plasma 0.05305 l^-2
 limit = -0.4097 +/- 0.0015 e^2/l
 coefficient of n^(-1/2) = 0.051 e^2/l
field = 10 T, dielectric constant = 10
magnetic length = 8.113 nm
Coulomb scale = 17.749 meV
energy per electron at filling 1/3 = -7.272 meV
finished without a failed check
```
